# Truncation ripples in S(k): sharp cuts, Lorch windows and reciprocal vectors

## 1. Definitions and conventions

Lengths are in bohr and wavenumbers in bohr$^{-1}$; no energy enters. For $N$ identical atoms at positions $\mathbf r_j$ in a volume $V$, with $\rho=N/V$, the structure factor is

$$S(\mathbf k)=\frac1N\Big\langle\Big|\sum_j e^{-i\mathbf k\cdot\mathbf r_j}\Big|^2\Big\rangle=1+\frac1N\Big\langle\sum_{i\ne j}e^{-i\mathbf k\cdot(\mathbf r_i-\mathbf r_j)}\Big\rangle .$$

The 1 comes from the $N$ terms with $i=j$. The pair distribution function $g$ is defined by saying that an atom sees, on average, $\rho g(r)\,d^3r$ others in a volume element at separation $\mathbf r$. The double sum therefore becomes $\rho\int g\,e^{-i\mathbf k\cdot\mathbf r}d^3r$. In an infinite system the constant part of $g$ contributes only a forward peak at $\mathbf k=0$. That peak is left out, which replaces $g$ by $h=g-1$.

For an isotropic system the angular average of the phase is

$$\tfrac12\int_{-1}^{1}e^{-ikru}\,du=\frac{\sin kr}{kr}.$$

With $f(r)=r\,h(r)$ this gives

$$F(k)\equiv k\,[S(k)-1]=4\pi\rho\int_0^\infty f(r)\sin(kr)\,dr. \tag{1}$$

A simulation supplies $g$ up to some $R=r_{\max}$, usually at most half the cell side $L$. Replacing the upper limit in (1) by $R$ defines $F_R$ and $S_R=1+F_R/k$. Three things then separate $S_R$ from the true $S$ or from a direct evaluation: the missing tail, the window used to soften the cut, and the finite number of atoms in the cell.

## 2. First contribution: the missing tail

**The cut as a convolution.** $F$ is odd in $k$, so the inverse of (1) can be written over all $q$:

$$4\pi\rho f(r)=\frac1\pi\int_{-\infty}^{\infty}F(q)\sin(qr)\,dq .$$

Insert this in $F_R$ and use

$$\int_0^R\sin qr\,\sin kr\,dr=\frac12\left[\frac{\sin R(k-q)}{k-q}-\frac{\sin R(k+q)}{k+q}\right].$$

In the second term substitute $q\to-q$. Since $F(-q)=-F(q)$, it becomes equal to the first, and

$$F_R(k)=\int_{-\infty}^{\infty}F(q)\,\frac{\sin R(k-q)}{\pi(k-q)}\,dq. \tag{2}$$

The kernel has a central lobe between its zeros at $k-q=\pm\pi/R$, and side lobes that oscillate with period $2\pi/R$. A feature of $F$ much narrower than this, with area $c$ at $q_0$, is replaced by $c\sin[R(k-q_0)]/[\pi(k-q_0)]$: a peak of finite height $cR/\pi$ with ripples on both sides. For a feature much broader than $2\pi/R$ the positive and negative lobes nearly cancel. A sharp cut therefore damages a sharply structured $S$ most.

**Amplitude and phase.** The error is the transform of what was discarded:

$$S_R-S=-\frac{4\pi\rho}{k}\int_R^\infty f(r)\sin(kr)\,dr. \tag{3}$$

For smooth $f$ that vanishes at infinity, one integration by parts gives $f(R)\cos(kR)/k+\frac1k\int_R^\infty f'\cos(kr)\,dr$. A second turns the last term into $-f'(R)\sin(kR)/k^2-\frac1{k^2}\int_R^\infty f''\sin(kr)\,dr$. Thus

$$S_R-S=-4\pi\rho\left[\frac{f(R)\cos kR}{k^2}-\frac{f'(R)\sin kR}{k^3}+\dots\right]. \tag{4}$$

Only the end point $r=R$ contributes at each order, because the tail is smooth elsewhere; that is why the wavenumber axis carries the single frequency $R$. The leading amplitude is $4\pi\rho R|h(R)|/k^2$. If $h$ vanishes beyond $R$, (3) is zero and there is no ripple. If the cut falls on a node of $h$, the first term vanishes and the slope term remains: at large $k$ the ripple is then weaker and shifted in phase, with the same asymptotic period.

**A liquid-like tail.** Series (4) needs $|f''|/k^2\ll|f|$. A liquid tail oscillates at the wavenumber $\kappa$ of the main peak, so $f''\approx-\kappa^2f$, and the series fails for $k\lesssim\kappa$. Take instead

$$f(r)=\frac A\kappa e^{-ar}\sin\kappa r=\frac A\kappa\,\mathrm{Im}\,e^{-pr},\qquad p=a-i\kappa .$$

Writing the sine as exponentials,

$$\int_R^\infty e^{-pr}\sin kr\,dr=\frac1{2i}\left[\frac{e^{-(p-ik)R}}{p-ik}-\frac{e^{-(p+ik)R}}{p+ik}\right]=e^{-pR}\,\frac{k\cos kR+p\sin kR}{p^2+k^2},$$

where the last form follows from the common denominator $(p-ik)(p+ik)=p^2+k^2$. Hence, for this tail and every $k>0$,

$$S_R-S=-\frac{4\pi\rho A}{\kappa k}\,\mathrm{Im}\left\{e^{-pR}\,\frac{k\cos kR+p\sin kR}{p^2+k^2}\right\}. \tag{5}$$

*Away from the peak*, $|k^2-\kappa^2|\gg2a\kappa$, the denominator is nearly the real number $k^2-\kappa^2$. Since $(A/\kappa)\,\mathrm{Im}(p\,e^{-pR})=-f'(R)$,

$$S_R-S\approx-\frac{4\pi\rho}{k}\,\frac{k f(R)\cos kR-f'(R)\sin kR}{k^2-\kappa^2}. \tag{6}$$

The ripple exists on both sides of the peak. Its numerator is proportional to $\cos(kR+\varphi)$ with $\tan\varphi=f'(R)/[kf(R)]$. The phase $\varphi$ drifts slowly with $k$, so $2\pi/R$ is the asymptotic period and not an identity. For $kR\ll1$ less than one period is available, and the error looks like an offset. The amplitude of the numerator is $\sqrt{k^2f(R)^2+f'(R)^2}$. The slope term dominates it for $k<|f'(R)/f(R)|$. At a node of $h$ the amplitude is $|f'(R)|$, which is $\kappa$ times the envelope $(A/\kappa)e^{-aR}$; at an extremum of $f$ it is about $k$ times the envelope. A cut at a node therefore helps at large $k$ but makes the error at small $k$ worse.

*At the peak*, $k=\kappa$ and $a\ll\kappa$, the denominator is about $-2ia\kappa$, and the numerator is about $\kappa(\cos\kappa R-i\sin\kappa R)=\kappa e^{-i\kappa R}$. This phase cancels that of $e^{-pR}=e^{-aR}e^{i\kappa R}$, leaving

$$S_R(\kappa)-S(\kappa)\approx-\frac{2\pi\rho A}{a\kappa^2}\,e^{-aR}. \tag{7}$$

To leading order in $a/\kappa$, the error here is a loss of height that does not oscillate with $R$. It becomes small only when $R$ exceeds the correlation length $1/a$ several times.

**Numbers for a model fluid.** Let

$$h(r)=A e^{-ar}\frac{\sin\kappa r}{\kappa r}-B e^{-r^2/2b^2},$$

with $\rho=0.008$ bohr$^{-3}$, $A=5$, $B=5.8$, $a=0.1$ bohr$^{-1}$, $\kappa=1.4$ bohr$^{-1}$ and $b=1.1$ bohr. The second term makes a soft core and is negligible at the cuts used below. The true structure factor follows from the product formula for two sines, integrated with $e^{-ar}$, and from the three-dimensional Gaussian transform:

$$S(k)=1-\rho B(2\pi b^2)^{3/2}e^{-k^2b^2/2}+\frac{2\pi\rho A}{\kappa k}\left[\frac{a}{a^2+(k-\kappa)^2}-\frac{a}{a^2+(k+\kappa)^2}\right].$$

On the scanned ranges the smallest values are $g=0.0878$ and $S=0.0532$. Positivity of both is necessary for a real fluid; it does not prove that some pair potential produces this $g$.

At $R=12$ bohr, $h(R)=-0.0796$ and $f(R)=-0.955$ bohr. At $k=5$ bohr$^{-1}$ the first term of (4) is

$$-\frac{4\pi(0.008)(-0.955)\cos 60}{25}\approx-0.0037,$$

while the computed error is $0.99635-1.00019=-0.0038$. At the peak, (7) gives $-1.28\,e^{-1.2}=-0.39$, and the computed loss is $1.586-1.984=-0.40$. The same cut that costs a few thousandths at large $k$ removes a fifth of the peak value.

The mean ripple period between $k=3$ and 8 bohr$^{-1}$, taken from the zeros of the error, is

| $R$ (bohr) | measured (bohr$^{-1}$) | $2\pi/R$ (bohr$^{-1}$) | rms error of $S$ |
|---|---|---|---|
| 9 | 0.6991 | 0.6981 | 0.0022 |
| 12 | 0.5245 | 0.5236 | 0.0039 |
| 15 | 0.4176 | 0.4189 | 0.0027 |

The signs of the small deviations follow from the drift of $\varphi$. For this tail $f'/f=\kappa\cot\kappa R-a$. It is positive at 9 and 12 bohr, so $\varphi$ falls with $k$ and the period is slightly long. It is negative at 15 bohr, where $\varphi$ rises and the period is slightly short. The 9 bohr cut has the smallest high-$k$ error of the three because it lies near a node, $h=0.0054$. A larger $R$ does not by itself guarantee a weaker ripple.

## 3. Second contribution: the Lorch window

The Lorch method multiplies $h$ by

$$w(r)=\frac{\sin(\pi r/R)}{\pi r/R},\qquad r\le R .$$

Its meaning appears on averaging $\sin qr$ over an interval of width $2\pi/R$ centred on $k$. With $q=k+t$, the part of $\sin(kr+tr)$ odd in $t$ drops out:

$$\frac{R}{2\pi}\int_{-\pi/R}^{\pi/R}\sin(kr+tr)\,dt=\sin kr\;\frac{R}{2\pi}\,\frac{2\sin(\pi r/R)}{r}=w(r)\sin kr .$$

Multiplying by $4\pi\rho f(r)$ and integrating to $R$,

$$F_L(k)=\frac{R}{2\pi}\int_{k-\pi/R}^{k+\pi/R}F_R(q)\,dq. \tag{8}$$

The Lorch result is the running mean of $k[S_R-1]$ over one asymptotic ripple period. This explains both its success and its price.

**What remains of the ripple.** Integrate $f w$ by parts as before, now on $[0,R]$. The upper end point contributes $-fw\cos(kR)/k+(fw)'\sin(kR)/k^2$ at $r=R$. Because $w(R)=0$ the first term is gone. Differentiating, $w'(R)=\cos(\pi)/R=-1/R$, so $(fw)'(R)=-f(R)/R=-h(R)$. The leading ripple in $S_L$ is

$$-\frac{4\pi\rho\,h(R)\sin kR}{k^3}, \tag{9}$$

smaller than the plain ripple by a factor $1/(kR)$. In terms of (8), the oscillation would average out completely if its amplitude were constant; the remainder exists because the amplitude varies across the period. At $k=114.5\,\pi/R=29.98$ bohr$^{-1}$, where $\sin kR=1$, the ripple isolated by the second difference $[2S_L(k)-S_L(k-\pi/R)-S_L(k+\pi/R)]/4$ is $2.99\times10^{-7}$, and (9) gives $2.97\times10^{-7}$.

**What is lost.** The mean also acts on real structure. For $R=12$ bohr the fluid gives

| $k$ (bohr$^{-1}$) | true $S$ | plain cut | Lorch |
|---|---|---|---|
| 0.25 | 0.091 | 0.160 | 0.127 |
| 0.50 | 0.198 | 0.123 | 0.237 |
| 1.00 | 0.571 | 0.452 | 0.666 |
| 1.40 | 1.984 | 1.586 | 1.327 |
| 2.00 | 0.937 | 0.967 | 0.934 |
| 3.00 | 0.9978 | 0.9986 | 0.9968 |

At the peak, Lorch lowers the already reduced value from 1.59 to 1.33; the missing tail is not recovered. Between 3 and 8 bohr$^{-1}$ the rms error falls from $3.9\times10^{-3}$ to $1.6\times10^{-4}$, a factor of about 25. Between 0.1 and 1 bohr$^{-1}$ it falls from 0.12 to 0.04, only a factor of 3. At the three lowest wavenumbers of the table the Lorch errors are all positive. A running mean over $\pm\pi/R$ adds about $(\pi/R)^2F''/6$ to a smooth $F$. The core term of $F$, $-0.973\,k\,e^{-0.605k^2}$, is convex here, and by this estimate it raises $S$ by 0.038 at 0.25 bohr$^{-1}$ and by 0.031 at 0.5 bohr$^{-1}$, against computed errors of $+0.036$ and $+0.039$. At 1 bohr$^{-1}$ it gives only 0.013 of the computed $+0.094$; the rest comes from the peak term: about 0.058 from averaging its flank, which lies inside the interval, and about 0.024 from its missing tail beyond $R$. At an individual $k$ the plain cut can be closer, as at 3 bohr$^{-1}$, where its ripple happens to be near a zero.

## 4. Third contribution: a fixed number of atoms

Even correlations that end well inside $R$ can leave a ripple, because in a closed cell the background of $g$ is not 1. To isolate this effect, consider a gas of $M$ independent molecules, each of two atoms, in a periodic cube. Each bond vector is a randomly oriented vector of length $d$ plus a Gaussian vector with standard deviation $s$ per component. The mean phase factor of a bond is

$$\phi(k)=e^{-k^2s^2/2}\,\frac{\sin kd}{kd},$$

and the infinite gas has $S=1+\phi$, since every atom has one partner and the other molecules are uncorrelated with it.

With $N=2M$, an atom in the cell sees its partner and $N-2$ uniformly distributed others. Their density is $(N-2)/V=\rho(1-2/N)$, so the background of $h$ is $-2/N$. The 2 is $S(0)$ of this gas. For a fluid whose correlations end inside the cell the background is $-S(0)/N$ to leading order in $1/N$, so every result of this section is to be multiplied by $S(0)/2$. In a dense, nearly incompressible liquid the absolute effect is much smaller than here: $S(0)=0.05$ gives 0.008 instead of 0.32 at the first grid vector. In the plain cut it adds

$$\Delta S=-\frac{2}{N}\,\rho\int_{r<R}e^{-i\mathbf k\cdot\mathbf r}d^3r=-\frac2V\,\frac{4\pi(\sin kR-kR\cos kR)}{k^3}.$$

Choose $R=L/2$ and $k=2\pi n/L$. Then $kR=\pi n$, the sine vanishes, and

$$\Delta S=\frac{8\pi}{L^3}\,\frac{\pi n(-1)^n L^3}{8\pi^3n^3}=\frac{(-1)^n}{\pi n^2}. \tag{10}$$

The number of atoms has cancelled: a smaller offset per pair is compensated by more pairs. At given $n$ the size of the cell has cancelled too. At a fixed physical $k$, however, $n=kL/2\pi$, and the magnitude is $4\pi/(kL)^2$, which vanishes for a large cell. The sign alternates because the ripple period $2\pi/R=4\pi/L$ is twice the grid step $2\pi/L$.

**The Lorch window on the same background.** The factor $w$ turns the radial integral into

$$\Delta S_L=-\frac{8\pi}{Vk}\,\frac R\pi\int_0^R\sin(kr)\sin(\pi r/R)\,dr .$$

At $k=\pi n/R$ the two sines are orthogonal for $n\ge2$, and the background error vanishes. At $n=1$ the integral is $R/2$, and

$$\Delta S_L=-\frac{4R^2}{Vk}=-\frac{L^2}{L^3}\,\frac{L}{2\pi}=-\frac1{2\pi}\approx-0.159 .$$

The window also multiplies the bond term by about $w(d)$ when $s$ is small compared with $R$.

## 5. Direct evaluation on reciprocal vectors

For a periodic cube one may skip $g(r)$ and compute

$$S(\mathbf G)=\frac1N\Big\langle\Big|\sum_je^{-i\mathbf G\cdot\mathbf r_j}\Big|^2\Big\rangle,\qquad \mathbf G=\frac{2\pi}{L}(n_x,n_y,n_z)\ne0 .$$

Each factor is unchanged when an atom is moved by $L$ along an axis, because $e^{-iG_xL}=e^{-2\pi in_x}=1$. The sum over pairs therefore covers the complete cell of separations without a choice of image. A sphere of radius $L/2$ covers only $\pi/6$, or 52%, of that volume. A constant in $h$ also drops out, since $\int_{\rm cell}e^{-i\mathbf G\cdot\mathbf r}d^3r=0$. Neither source of ripple in Sections 2 and 4 is present: no radial end point has been introduced.

For the gas take $L=24$ bohr, $N=32$, $d=4$ bohr, $s=0.3$ bohr and 20000 independent configurations, with $\mathbf G$ along the three axes. All columns use the same configurations:

| $n$ | true $S$ | direct | plain cut | Lorch |
|---|---|---|---|---|
| 1 | 1.824 | 1.828 | 1.506 | 1.520 |
| 2 | 1.408 | 1.405 | 1.487 | 1.338 |
| 3 | 1.000 | 0.999 | 0.965 | 1.001 |
| 4 | 0.803 | 0.803 | 0.823 | 0.838 |

The plain errors are $-0.319$, $+0.078$, $-0.035$ and $+0.019$; equation (10) gives $-0.318$, $+0.080$, $-0.035$ and $+0.020$. The direct values agree with the true ones within their standard errors, which fall from 0.007 to 0.003 across the table.

The Lorch errors can be separated. Here $d/R=1/3$ and $w(d)=0.827$, so 17.3% of the bond term is lost. At $n=1$ this costs $0.173\times0.824=0.143$; with the background term the predicted error is $-0.143-0.159=-0.302$, and the computed one is $-0.304$. At $n=4$ the background error is zero, but the bond term is $-0.197$, and weakening it raises $S$ by 0.034. The computed error is $+0.035$, larger than that of the plain cut. The window has removed the ripple there and replaced it by attenuation of real structure.

**The price of the direct route.** First, in this comparison, with $\mathbf G$ along the three axes only, its statistical noise is larger than that of the transforms. If many independent molecules contribute, the sum over phases is nearly a complex Gaussian variable, and the scatter of its squared modulus equals its mean. For one mode at $n=1$ the computed ratio is 0.957, with a sampling uncertainty of up to about 0.01; the exact value for 16 molecules is 0.969. With three axes the expected standard error is $0.957\times1.83/\sqrt{60000}=0.007$, as found. The plain cut has a standard error of 0.004 at this point, but a bias of 0.32. Successive steps of a molecular dynamics run are correlated, so they count as fewer samples than their number suggests.

Second, the allowed wavenumbers are discrete and start at $2\pi/L=0.262$ bohr$^{-1}$. Using the same density sum between them brings in the shape of the cell. For $\mathbf k$ along an axis, a position uniform over the cell has a mean phase of modulus $|u|$, with $u=\sin(kL/2)/(kL/2)$, which vanishes on the grid but not between its points. Keeping both atoms of a molecule together across the boundary, a molecule has mean amplitude of modulus $|u|(1+\phi)$. The $M(M-1)$ ordered pairs of different molecules, divided by $N=2M$, then add

$$\frac{M-1}{2}(1+\phi)^2u^2 .$$

At $k=1.5\times2\pi/L$, $u^2=1/(1.5\pi)^2=0.045$ and $\phi=0.632$. The addition is $7.5\times2.66\times0.045=0.90$, so a true value of 1.63 is predicted to appear as 2.53; the computed value is 2.54.

Third, the direct sum describes the periodic system that was simulated. If the small cell changes the correlations themselves, $S(\mathbf G)$ contains that change faithfully.

## 6. Weighing the contributions

The missing tail matters most near a sharp peak, where it removes height, and at small $k$, where its error can rival $S$ itself: for the fluid at 0.25 bohr$^{-1}$ it is $+0.069$ on 0.091. Its large-$k$ part is small and recognizable, because changing $R$ changes the period while a real feature stays in place.

The fixed-number background is largest at the first few grid vectors and is proportional to $S(0)$, so in absolute size it matters most for compressible systems. Lengthening the run does not reduce it, since it is a bias and not noise.

The direct values at the reciprocal vectors carry neither the cut nor the background error, provided that the run is long enough and the grid fine enough to resolve the peak. This was shown here only for the non-interacting gas, which has no sharp peak. In an interacting system the small cell can lower the peak itself: for hard rods on a ring at packing fraction 0.7, the exact value at the grid vector of largest $S$ is 2.03 for 10 rods against 2.30 for the infinite system, and 2.32 for 20 rods against 2.42. Peak heights therefore still need a check against the cell size. The Lorch transform is useful for a smooth curve at large $k$, where the structure is broad compared with $2\pi/R$. A plain transform at two values of $R$ shows which oscillations belong to the cut. The numerical output gives the values to more digits.

## Values computed for the example and the checks

```
MODEL FLUID, infinite system
rho = 0.008 bohr^-3, A = 5.0, B = 5.8
a = 0.1 bohr^-1, kappa = 1.4 bohr^-1, b = 1.1 bohr
smallest g = 0.0878, smallest S = 0.0532
cut R = 12.0 bohr, h(R) = -0.07956
h(9 bohr) = 0.00542
R =  9.0 bohr: period = 0.6991, 2 pi/R = 0.6981 bohr^-1
   rms error of S, k = 3 to 8 bohr^-1: 2.195e-03
R = 12.0 bohr: period = 0.5245, 2 pi/R = 0.5236 bohr^-1
   rms error of S, k = 3 to 8 bohr^-1: 3.916e-03
R = 15.0 bohr: period = 0.4176, 2 pi/R = 0.4189 bohr^-1
   rms error of S, k = 3 to 8 bohr^-1: 2.677e-03
R = 12 bohr: k (bohr^-1), true S, plain cut, Lorch
   0.25   0.09103   0.16015   0.12686
   0.50   0.19773   0.12286   0.23654
   1.00   0.57134   0.45229   0.66565
   1.40   1.98350   1.58573   1.32659
   2.00   0.93699   0.96679   0.93363
   3.00   0.99782   0.99860   0.99677
   5.00   1.00019   0.99635   1.00015
rms error, k = 0.1 to 1 bohr^-1: plain 0.1216, Lorch 0.0414
rms error, k = 3 to 8 bohr^-1: plain 3.916e-03, Lorch 1.581e-04
Lorch ripple at k = 29.976 bohr^-1: 2.992e-07
  leading formula: 2.970e-07
MOLECULE GAS, periodic cube
L = 24.0 bohr, N = 32 atoms, cut L/2 = 12.0 bohr
bond d = 4.0 bohr, spread s = 0.3 bohr
configurations = 20000
grid step 2 pi/L = 0.2618 bohr^-1
n, k (bohr^-1), true S, direct, plain cut, Lorch
  1 0.2618 1.8244 1.8276 1.5059 1.5204
  2 0.5236 1.4084 1.4054 1.4867 1.3376
  3 0.7854 1.0000 0.9989 0.9646 1.0014
  4 1.0472 0.8032 0.8025 0.8225 0.8380
n, standard errors: direct, plain, Lorch
  1 0.0073 0.0040 0.0028
  2 0.0056 0.0019 0.0013
  3 0.0039 0.0010 0.0006
  4 0.0032 0.0006 0.0004
n, plain cut minus true S, predicted ripple
  1 -0.3186 -0.3183
  2 +0.0783 +0.0796
  3 -0.0354 -0.0354
  4 +0.0193 +0.0199
off-grid k = 0.3927 bohr^-1: true S = 1.6322
  density sum = 2.5378, predicted = 2.5320
scatter/mean of one mode, n = 1: 0.957
```
